# Equilibrium ortho fraction of interstitial H2 at 77 K: a program that tests the result

```python
"""
Result under test: equilibrium ortho fraction of a freely rotating H2 molecule,
    f = 3*Zodd / (Zeven + 3*Zodd),
    Zodd, Zeven = sums of (2J+1)*exp(-x*J*(J+1)) over odd and even J,
    x = B/(kB*T),
which is near 1/2 at 77 K and tends to 3/4 only at high temperature.
B: rotational constant as an energy, 2B = E(J=1)-E(J=0) in the vibrational
ground state.  a: strength of an axial cage potential a*P2(cos(theta)).
B is computed from a full-CI/cc-pVTZ potential curve of isolated H2.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, fci

MEV = 1e-3 * const.e
HARTREE_MEV = const.physical_constants["Hartree energy"][0] / MEV
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
K_MEV = const.k / MEV
T_COLD, T_ROOM = 77.0, 300.0


# ---------- electronic energy and exchange symmetry of H2 ----------
def full_ci(distance):
    mol = gto.M(atom=[["H", (0, 0, -distance / 2)], ["H", (0, 0, distance / 2)]],
                basis="cc-pvtz", unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    energy, vector = fci.FCI(mf).kernel()
    return energy, vector, mf


distances = np.linspace(0.6, 2.9, 24)
curve = CubicSpline(distances, [full_ci(r)[0] for r in distances])
minimum = minimize_scalar(curve, bounds=(1.0, 2.0), method="bounded")
bond_length = minimum.x
assert 1.1 < bond_length < 1.8

# Inversion of both electrons exchanges the atoms and gives each orbital (-1)^l.
_, ci_vector, mean_field = full_ci(bond_length)
orbitals = mean_field.mo_coeff
n_orb = orbitals.shape[1]
pair_function = orbitals @ np.asarray(ci_vector).reshape(n_orb, n_orb) @ orbitals.T
labels = mean_field.mol.ao_labels(fmt=None)
half = len(labels) // 2
inversion = np.zeros((2 * half, 2 * half))
for i, label in enumerate(labels):
    inversion[(i + half) % (2 * half), i] = (-1) ** "spdf".index(label[2][-1])
inverted = inversion @ pair_function @ inversion.T
assert np.max(abs(inverted - pair_function)) < 1e-4 * np.max(abs(pair_function))

# ---------- vibration-rotation levels of the nuclei ----------
reduced_mass = const.m_p / (2 * const.m_e)
radial = np.linspace(0.7, 2.85, 130)
step = radial[1] - radial[0]
difference = np.subtract.outer(np.arange(130), np.arange(130))
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * (-1.0) ** abs(difference) / (2 * reduced_mass * step**2)


def radial_levels(J):
    potential = curve(radial) + J * (J + 1) / (2 * reduced_mass * radial**2)
    return eigh(kinetic + np.diag(potential))


ground_energies, ground_vectors = radial_levels(0)
molecule_levels = np.array([radial_levels(J)[0][0] for J in range(8)])
molecule_levels = (molecule_levels - molecule_levels[0]) * HARTREE_MEV
B = molecule_levels[1] / 2
vibration_gap = (ground_energies[1] - ground_energies[0]) * HARTREE_MEV
B_average = np.sum(ground_vectors[:, 0]**2 / (2 * reduced_mass * radial**2))
B_average *= HARTREE_MEV
assert abs(B_average / B - 1) < 0.005   # difference is centrifugal stretching


# ---------- derived formulas ----------
def parity_sums(x):
    J = np.arange(60)
    weight = (2 * J + 1) * np.exp(-x * J * (J + 1))
    return weight[0::2].sum(), weight[1::2].sum()


def ortho_formula(T, rotational_constant=B):
    even, odd = parity_sums(rotational_constant / (K_MEV * T))
    return 3 * odd / (even + 3 * odd)


# ---------- spin counts from explicit matrices ----------
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
one = np.eye(2)
total_squared = sum(np.linalg.matrix_power(np.kron(s, one) + np.kron(one, s), 2)
                    for s in (sx, sy, sz))
swap = np.eye(4)[[0, 2, 1, 3]]
spin_count, triplet_count = {}, {}
for sign in (1, -1):
    projector = (np.eye(4) + sign * swap) / 2
    spin_count[sign] = np.trace(projector).real
    triplet_count[sign] = np.trace(projector @ total_squared).real / 2
assert np.allclose([spin_count[1], triplet_count[1]], [3, 3])
assert np.allclose([spin_count[-1], triplet_count[-1]], [1, 0])


# ---------- rotor equation solved on an angular grid ----------
def rotor_grid(strength=0.0, points=500, m_max=7):
    """Levels in units of B and their signs under exchange of the nuclei."""
    h = np.pi / points
    theta = (np.arange(points) + 0.5) * h
    sine = np.sin(theta)
    edge = np.sin(np.arange(points + 1) * h)
    cage = strength * (3 * np.cos(theta)**2 - 1) / 2
    off = -edge[1:-1] / (h**2 * np.sqrt(sine[:-1] * sine[1:]))
    energies, signs = [], []
    for m in range(m_max + 1):
        diagonal = (edge[1:] + edge[:-1]) / (h**2 * sine) + m**2 / sine**2 + cage
        values, vectors = eigh_tridiagonal(diagonal, off, select="i",
                                           select_range=(0, 5))
        for value, vector in zip(values, vectors.T):
            reflection = 1 if vector @ vector[::-1] > 0 else -1
            for _ in range(1 if m == 0 else 2):
                energies.append(value)
                signs.append(reflection * (-1) ** m)
    order = np.argsort(energies)
    return np.array(energies)[order], np.array(signs)[order]


def ortho_from_states(states, x):
    energies, signs = states
    weight = np.exp(-x * (energies - energies[0]))
    allowed = np.array([spin_count[-s] for s in signs])
    triplet = np.array([triplet_count[-s] for s in signs])
    return (weight @ triplet) / (weight @ allowed)


free_states = rotor_grid()
expected = np.concatenate([[J * (J + 1)] * (2 * J + 1) for J in range(5)])
expected_sign = np.concatenate([[(-1) ** J] * (2 * J + 1) for J in range(5)])
assert np.allclose(free_states[0][:25], expected, atol=0.01)
assert np.array_equal(free_states[1][:25], expected_sign)

x_cold = B / (K_MEV * T_COLD)
f_cold, f_room = ortho_formula(T_COLD), ortho_formula(T_ROOM)
f_grid = ortho_from_states(free_states, x_cold)
for T in (40.0, T_COLD, 150.0):
    assert abs(ortho_from_states(free_states, B / (K_MEV * T))
               - ortho_formula(T)) < 1e-4
assert abs(f_cold - 0.5) < 0.02
assert abs(ortho_formula(1000.0) - 0.75) < 1e-5

# Levels of the vibrating molecule, including centrifugal stretching.
J = np.arange(8)
weights = (2 * J + 1) * np.exp(-molecule_levels / (K_MEV * T_COLD))
f_molecule = 3 * weights[1::2].sum() / (weights[::2].sum() + 3 * weights[1::2].sum())
assert abs(f_molecule - f_cold) < 5e-4

# ---------- two-level estimate and half-ortho temperature ----------
f_two = 9 / (9 + np.exp(2 * x_cold))
T_two = B / (K_MEV * np.log(3))
T_half = brentq(lambda T: ortho_formula(T) - 0.5, 40, 150)
assert abs(f_two - f_cold) < 0.003
assert abs(T_two / T_half - 1) < 0.005
w2_half, w3_half = 5 / 3**6, 21 / 3**12
assert np.isclose(ortho_formula(T_two), (1 + w3_half) / (2 + w2_half + w3_half),
                  atol=1e-8)

# ---------- approach to three quarters ----------
difference_sums = {}
for T in (T_COLD, T_ROOM):
    x = B / (K_MEV * T)
    even, odd = parity_sums(x)
    D = np.exp(x / 4 - np.pi**2 / (4 * x)) * (np.pi / x)**1.5
    assert np.isclose(D, even - odd, rtol=1e-6, atol=1e-12)
    Z = even + odd
    assert np.isclose(3 * (Z - D) / (2 * (2 * Z - D)), ortho_formula(T), atol=1e-7)
    difference_sums[T] = (Z, D)

# ---------- hindering by the cage ----------
def log_ratio(f):
    return np.log(f / (1 - f))


small = 0.1
shift_grid = np.mean([log_ratio(ortho_from_states(rotor_grid(s), x_cold))
                      - log_ratio(f_grid) for s in (-small, small)])
shift_formula = small**2 * (x_cold**2 / 25 - 8 * x_cold / 375)
assert abs(shift_grid / shift_formula - 1) < 0.05   # omitted J>=2 and fourth order

barriers = (5.0, 10.0, 20.0, 40.0)
hindered = []
for barrier in barriers:
    strength = 2 * barrier / (3 * B)
    pair = [ortho_from_states(rotor_grid(s), x_cold) for s in (-strength, strength)]
    hindered.append(pair)
    assert min(pair) > f_grid
    if barrier <= 10:
        assert max(pair) - f_grid < 0.02
f_locked = ortho_from_states(rotor_grid(-30.0), x_cold)
assert abs(f_locked - 0.75) < 0.01

zeeman = 2 * const.physical_constants["proton mag. mom."][0] / MEV
vibration_factor = np.exp(-vibration_gap / (K_MEV * T_COLD))
assert zeeman < 1e-3 * B and vibration_factor < 1e-10

# ---------- numbers for the text ----------
print("H2 curve: full CI, cc-pVTZ, isolated molecule")
print(f"bond length at minimum = {bond_length * BOHR_NM:.5f} nm")
print(f"rotational constant B = {B:.4f} meV")
print(f"B from mean inverse square length = {B_average:.4f} meV")
print(f"J=0 to J=1 gap 2B = {2 * B:.3f} meV")
print(f"B/kB = {B / K_MEV:.2f} K")
print(f"kB*T at 77 K = {K_MEV * T_COLD:.4f} meV")
print(f"x = B/(kB*T) at 77 K = {x_cold:.4f}")
for j in range(4):
    spin = 3 if j % 2 else 1
    value = spin * (2 * j + 1) * np.exp(-x_cold * j * (j + 1))
    print(f"weight with spin factor, J={j}: {value:.6f}")
print(f"ortho fraction at 77 K, formula = {f_cold:.4f}")
print(f"ortho fraction at 77 K, angular grid = {f_grid:.4f}")
print(f"ortho fraction at 77 K, J=0 and 1 only = {f_two:.4f}")
for T in (20, 50, 100, 150, 200, 300):
    print(f"equilibrium ortho fraction at {T} K = {ortho_formula(T):.4f}")
print(f"half-ortho temperature, full sums = {T_half:.2f} K")
print(f"half-ortho temperature, B/(kB ln 3) = {T_two:.2f} K")
print(f"J=2 and J=3 weights at B/(kB ln 3) = {w2_half:.5f}, {w3_half:.2e}")
for T, (Z, D) in difference_sums.items():
    print(f"Z and D at {T:.0f} K = {Z:.5f}, {D:.5f}")
print("Cage hindering at 77 K (axis preferred, plane preferred):")
for barrier, pair in zip(barriers, hindered):
    print(f"ortho fraction, barrier {barrier:.0f} meV = {pair[0]:.4f}, {pair[1]:.4f}")
print(f"log-ratio shift at |a|/B={small}: grid = {shift_grid:.4e}")
print(f"log-ratio shift at |a|/B={small}: formula = {shift_formula:.4e}")
print(f"strong aligning cage, barrier = {45 * B:.0f} meV")
print(f"ortho fraction in that cage at 77 K = {f_locked:.4f}")
print(f"ortho fraction, B lowered 2 % = {ortho_formula(T_COLD, 0.98 * B):.4f}")
print(f"ortho fraction, B raised 2 % = {ortho_formula(T_COLD, 1.02 * B):.4f}")
print(f"change by centrifugal stretching = {f_molecule - f_cold:.1e}")
print(f"vibrational quantum = {vibration_gap:.1f} meV")
print(f"its Boltzmann factor at 77 K = {vibration_factor:.1e}")
print(f"one-proton Zeeman splitting at 1 T = {zeeman:.2e} meV")
print("tests ok")
```

It prints:

```
H2 curve: full CI, cc-pVTZ, isolated molecule
bond length at minimum = 0.07426 nm
rotational constant B = 7.3239 meV
B from mean inverse square length = 7.3351 meV
J=0 to J=1 gap 2B = 14.648 meV
B/kB = 84.99 K
kB*T at 77 K = 6.6353 meV
x = B/(kB*T) at 77 K = 1.1038
weight with spin factor, J=0: 1.000000
weight with spin factor, J=1: 0.989739
weight with spin factor, J=2: 0.006650
weight with spin factor, J=3: 0.000037
ortho fraction at 77 K, formula = 0.4958
ortho fraction at 77 K, angular grid = 0.4958
ortho fraction at 77 K, J=0 and 1 only = 0.4974
equilibrium ortho fraction at 20 K = 0.0018
equilibrium ortho fraction at 50 K = 0.2310
equilibrium ortho fraction at 100 K = 0.6149
equilibrium ortho fraction at 150 K = 0.7146
equilibrium ortho fraction at 200 K = 0.7406
equilibrium ortho fraction at 300 K = 0.7494
half-ortho temperature, full sums = 77.61 K
half-ortho temperature, B/(kB ln 3) = 77.36 K
J=2 and J=3 weights at B/(kB ln 3) = 0.00686, 3.95e-05
Z and D at 77 K = 1.33658, 0.67672
Z and D at 300 K = 3.88314, 0.00654
Cage hindering at 77 K (axis preferred, plane preferred):
ortho fraction, barrier 5 meV = 0.4971, 0.4970
ortho fraction, barrier 10 meV = 0.5014, 0.5004
ortho fraction, barrier 20 meV = 0.5190, 0.5115
ortho fraction, barrier 40 meV = 0.5790, 0.5398
log-ratio shift at |a|/B=0.1: grid = 2.5187e-04
log-ratio shift at |a|/B=0.1: formula = 2.5185e-04
strong aligning cage, barrier = 330 meV
ortho fraction in that cage at 77 K = 0.7496
ortho fraction, B lowered 2 % = 0.5066
ortho fraction, B raised 2 % = 0.4849
change by centrifugal stretching = -3.3e-05
vibrational quantum = 516.6 meV
its Boltzmann factor at 77 K = 1.5e-34
one-proton Zeeman splitting at 1 T = 1.76e-04 meV
tests ok
```
